# Space Charge in Oxide Scales and the Approach to Wagner's Flux

## A film too thin to screen

A compact oxide MO grows on its metal by cation vacancies and electron holes. At the gas side, $x=0$, oxygen is taken up by

$$\tfrac12\mathrm{O_2}\rightarrow \mathrm{O_O}+V''+2h .$$

The vacancies (charge $-2$) and the holes (charge $+1$) cross the scale to the metal at $x=L$. There a metal atom fills the vacancy, and its electrons fill the holes. No external current flows, so the fluxes obey $J_h=2J_v$.

Let $\phi$ be the electric potential in units of $kT/e$. For dilute defects with constant diffusivities,

$$J_v=-D_v(c_v'-2c_v\phi'),\qquad J_h=-D_h(c_h'+c_h\phi').$$

In the steady state both fluxes are independent of $x$. Let $c_0$ and $c_L$ be the neutral vacancy concentrations at the gas and metal sides. Scale by

$$s=\frac xL,\quad u=\frac{c_v}{c_L},\quad h=\frac{c_h}{c_L},\quad F=-\frac{d\phi}{ds},\quad j=\frac{J_vL}{D_vc_L},\quad r=\frac{D_h}{D_v},\quad \rho=\frac{c_0}{c_L}.$$

With a prime now meaning $d/ds$, the fluxes become

$$u'=-j-2uF,\qquad h'=hF-\frac{2j}{r}.$$

Take $r=20$, $\rho=4$ and neutral contacts: $u=4,\ h=8$ at the gas and $u=1,\ h=2$ at the metal. If the film is very thin, its charge cannot bend the potential and $F$ is constant. Multiplying the first equation by $e^{2Fs}$ and the second by $e^{-Fs}$ gives total derivatives,

$$(ue^{2Fs})'=-je^{2Fs},\qquad (he^{-Fs})'=-\frac{2j}{r}e^{-Fs}.$$

Integrate from 0 to 1 and write $X=e^F$:

$$j=2F\,\frac{4-X^2}{X^2-1},\qquad \frac{2j}{20}=F\,\frac{8X-2}{X-1}.$$

Equating the two values of $j$, dividing by $2F$ and multiplying by $X^2-1$ gives

$$4-X^2=5(8X-2)(X+1)\quad\Rightarrow\quad 41X^2+30X-14=0 .$$

The positive root is $X=0.3236$, so $F=-1.128$ and $j=9.82$.

Now suppose instead that the film is thick and neutral throughout, $h=2u$. Adding the two transport equations cancels the field terms:

$$3u'=-j\left(1+\frac{2}{20}\right)\quad\Rightarrow\quad j=\frac{3(4-1)}{1.1}=8.18 .$$

The same contacts thus give a scaled flux 1.20 times as large in the unscreened film as in the neutral one. Between these limits the potential must be found together with the concentrations.

## The complete problem

Write $z$ for the vacancy charge number; $z=2$ for MO. Poisson's equation is

$$\frac{d^2\phi}{dx^2}=-q(c_h-zc_v),\qquad q=\frac{e^2}{\varepsilon kT},$$

with $\varepsilon$ the permittivity. The screening length follows from a small potential disturbance $\delta$ in a neutral region of vacancy concentration $c$. In equilibrium $c_v=ce^{z\delta}$ and $c_h=zce^{-\delta}$, so

$$\frac{d^2\delta}{dx^2}=-qzc\,(e^{-\delta}-e^{z\delta})\approx qz(1+z)c\,\delta .$$

The disturbance decays over the Debye length $[qz(1+z)c]^{-1/2}$. It is larger at the metal side, where $c$ is smaller. Call that value $\lambda$ and set $\ell=L/\lambda$. The scaled equations are

$$u'=-j-zuF,\qquad h'=hF-\frac{zj}{r},\qquad F'=\kappa(h-zu),\qquad \kappa=qL^2c_L=\frac{\ell^2}{z(1+z)} .$$

These are three first-order equations with one unknown constant $j$, so four contact values are needed.

Local equilibrium supplies only part of them. The uptake reaction creates a neutral set of defects, so the potential drops out of its mass-action law, which fixes the product $c_vc_h^z$ at each interface. For $z=2$ this product varies as $p^{1/2}$, with $p$ the oxygen pressure or, at the metal, the equivalent oxygen activity. A neutral contact has $c_h=zc_v$, hence a product $z^zc^{1+z}$ and $c\propto p^{1/6}$. A ratio $\rho=4$ means a pressure ratio $4^6=4096$.

How the product is divided between the two defects depends on the interface charge. Describe it by a contact potential $\psi$, the wall potential minus that of the adjacent neutral oxide:

$$u=ce^{z\psi},\qquad h=zce^{-\psi},$$

with $c$ in units of $c_L$. The product $uh^z$ does not contain $\psi$. Here $\psi$ is an input, held fixed as the scale thickens. In a film too thin to contain neutral oxide, it only labels the contact concentrations given by these formulas.

## One cell by hand

The numerical method uses $a=\ln u$ and $b=\ln h$, which keeps concentrations positive:

$$a'=-je^{-a}-zF,\quad b'=F-\frac{zj}{r}e^{-b},\quad F'=\kappa(e^b-ze^a),\quad j'=0 .$$

Treating $j$ as a function with zero derivative puts the unknown constant on the same footing as the rest. Over each cell, the change of a variable is set equal to the cell width times the mean of its derivative at the two ends.

Use a single cell for the neutral contacts above. Both ends have zero charge, so the third equation gives equal fields at the two ends. The first two become

$$-\ln4=-\frac j2\left(\frac14+1\right)-2F,\qquad -\ln4=F-\frac{j}{20}\left(\frac18+\frac12\right).$$

The second gives $F=-\ln4+0.03125j$. Insert this in the first:

$$0.625j+0.0625j=3\ln4\quad\Rightarrow\quad j=6.05 .$$

This answer is the same for every thickness, because a single cell sees no charge between the contacts. It is also below the neutral value 8.18. The cell has replaced the mean of $1/u$ by $(1/4+1)/2=0.625$, whereas the linear neutral profile $u=4-3s$ has the mean $\int_0^1ds/u=(\ln4)/3=0.462$. Interior nodes must supply both the charge and the correct resistance.

## The algorithm in general

Put $n$ cells between $s_0=0$ and $s_n=1$. With $\mathbf y=(a,b,F,j)$ and $\mathbf f$ the right-hand sides above, solve

$$\mathbf R_i=\mathbf y_{i+1}-\mathbf y_i-\frac{\Delta_i}{2}(\mathbf f_{i+1}+\mathbf f_i)=0,\qquad \Delta_i=s_{i+1}-s_i .$$

There are $4n$ cell equations and four contact conditions for $4(n+1)$ unknowns. Newton's method linearizes them. With $A=\partial\mathbf f/\partial\mathbf y$,

$$A=\begin{pmatrix}je^{-a}&0&-z&-e^{-a}\\0&(zj/r)e^{-b}&1&-(z/r)e^{-b}\\-\kappa ze^a&\kappa e^b&0&0\\0&0&0&0\end{pmatrix},$$

the correction $\delta\mathbf y$ satisfies

$$\left(-I-\frac{\Delta_i}{2}A_i\right)\delta\mathbf y_i+\left(I-\frac{\Delta_i}{2}A_{i+1}\right)\delta\mathbf y_{i+1}=-\mathbf R_i .$$

Each cell couples only its two end nodes, so the matrix is sparse. The procedure is:

1. Solve the constant-field problem for a very thin film. Use its $F$ and $j$, with straight lines for $a$ and $b$, as the first guess.
2. Place nodes at $s=\frac12[1+\tanh(g\tau)/\tanh g]$, with $\tau$ uniform on $[-1,1]$ and $g=\frac12\ln(4\ell+e^2)$. For large $\ell$ the wall spacing then scales as $g/(n\ell)$, which follows the thinning screening layers.
3. Take Newton steps, shortened if necessary so that no $a$ or $b$ changes by more than 1, until the corrections are negligible.
4. Interpolate the solution to $2n$ cells and solve again. The leading trapezoidal error falls fourfold, so $j=(4j_{2n}-j_n)/3$ removes it.
5. Increase $\ell$ and use the last solution as the next guess.

For one charged case at $\ell=30$, a collocation solver working with $u,h,F$ instead of logarithms gave the same flux to a relative difference of about $3\times10^{-12}$.

## Where neutrality enters Wagner's flux

Divide the transport equations by $u$ and $h$, and add $z$ times the second to the first. The field cancels:

$$\frac{u'}u+z\frac{h'}h=-j\left(\frac1u+\frac{z^2}{rh}\right).$$

With $\eta=\ln(uh^z)$ and $\mathcal R=1/u+z^2/(rh)$, integration gives

$$j\int_0^1\mathcal R\,ds=\eta_0-\eta_1 .$$

No neutrality has been assumed. The driving force is fixed by the two oxygen activities, and space charge acts through the resistance. In terms of the conductivities $\sigma_v=z^2e^2D_vc_v/kT$ and $\sigma_h=e^2D_hc_h/kT$, the local relation reads

$$J_v=-\frac{kT}{z^2e^2}\,\frac{\sigma_v\sigma_h}{\sigma_v+\sigma_h}\,\frac{d\eta}{dx}.$$

Neutrality makes the conductivities functions of $\eta$ alone, and integrating over the scale then gives Wagner's formula. Here $h=zu$, so $\mathcal R=(1+z/r)/u$ and $\eta'=(1+z)u'/u$. Hence

$$j_W=\frac{(1+z)(\rho-1)}{1+z/r},\qquad J_W=\frac{D_a(c_0-c_L)}L,\qquad D_a=\frac{(1+z)D_vD_h}{D_h+zD_v}.$$

The neutral field follows by putting $j=-(1+z)u'/(1+z/r)$ into $zuF=-j-u'$:

$$zuF=u'\,\frac{(1+z)-(1+z/r)}{1+z/r}=zu'\,\frac{1-1/r}{1+z/r}
\quad\Rightarrow\quad F=\beta\frac{u'}u,\qquad \beta=\frac{D_h-D_v}{D_h+zD_v}.$$

For $D_h>D_v$ and $u'<0$ the field is negative, so the potential rises towards the metal. This pulls the slow negative vacancies forward and holds back the fast holes.

## The correction for neutral contacts

Add the transport equations without assuming neutrality, and use $h-zu=F'/\kappa$:

$$(u+h)'=-j\left(1+\frac zr\right)+F(h-zu)=-j\left(1+\frac zr\right)+\frac{(F^2)'}{2\kappa}.$$

Integration gives a second exact relation,

$$j\left(1+\frac zr\right)=(u+h)_0-(u+h)_1+\frac{F_1^2-F_0^2}{2\kappa}.$$

The last term is the difference in electric stress between the walls. It survives in the thin film, where $F_1-F_0$ and $\kappa$ vanish together. In the opening example the left side is $1.1\times9.82=10.8$ and the concentrations supply 9, so the stress supplies 1.8.

For neutral contacts and $\ell\gg1$, use the core field. The profile is $u=\rho-(\rho-1)s$, so $F_1=-\beta(\rho-1)$ and $F_0=-\beta(\rho-1)/\rho$. The concentration terms equal $(1+z)(\rho-1)$. Dividing the stress term by them gives

$$\frac J{J_W}=1+\frac{\beta^2(\rho-1)^2(1-\rho^{-2})}{2\kappa(1+z)(\rho-1)}+\dots
=1+\frac{z\beta^2}2(\rho-1)(1-\rho^{-2})\frac1{\ell^2}+\dots$$

The wall field differs slightly from the core field. The core requires a charge $F'/\kappa=O(\ell^{-2})$, but the contact is neutral. This mismatch extends over a layer of width $O(\ell^{-1})$, and multiplied by $\kappa=O(\ell^2)$ it changes $F$ by $O(\ell^{-1})$. The next term in the flux is therefore $O(\ell^{-3})$.

## The correction for charged contacts

A charged contact carries a layer of width $O(\ell^{-1})$ with a field $O(\ell)$. There $j$ is small beside $u'$ and $zuF$, so to leading order the layer is in Boltzmann equilibrium. Let $\psi$ now denote the local potential relative to the adjacent core, whose scaled concentration is $c$. The stress relation across the layer reduces to constant $u+h-F^2/(2\kappa)$, so

$$F^2=2\kappa cG,\qquad G=e^{z\psi}+ze^{-\psi}-(1+z).$$

The layer adds the resistance

$$\mathcal R-\mathcal R_{\rm core}=\frac1c\left[(e^{-z\psi}-1)+\frac zr(e^\psi-1)\right].$$

Measure distance from the wall in Debye lengths, $\xi$, so that $d\xi=\ell|ds|$ and $|d\psi/d\xi|=|F|/\ell$. Define $Y=c\int(\mathcal R-\mathcal R_{\rm core})\,d\xi$. Seen from the core, the gas-side value of $\eta$ is lowered by $jY_0/(\rho\ell)$ and the metal-side value is raised by $jY_1/\ell$. Since $\eta=(1+z)\ln c+\text{constant}$ in the core, the effective end concentrations change by

$$\delta c_0=-\frac{jY_0}{(1+z)\ell},\qquad \delta c_1=+\frac{jY_1}{(1+z)\ell}.$$

Inserting them in $j=(D_a/D_v)(\rho-1+\delta c_0-\delta c_1)$ and dividing by $j_W$ gives, to first order,

$$\frac J{J_W}=1+\frac B\ell+\dots,\qquad B=-\frac{D_a}{D_v}\,\frac{Y_0+Y_1}{1+z}.$$

For $z=2$ the integral closes. With $w=e^\psi$,

$$G=\frac{(w-1)^2(w+2)}w,\qquad c(\mathcal R-\mathcal R_{\rm core})=(w-1)\left[\frac2r-\frac{w+1}{w^2}\right].$$

The factor $w-1$ cancels against $\sqrt G$ up to its sign, and $d\psi=dw/w$. For either sign of the contact potential, with $w_b$ the wall value,

$$Y=\sqrt{\frac3c}\;y,\qquad y=\int_{w_b}^1\left[\frac{w+1}{w^2}-\frac2r\right]\frac{dw}{\sqrt{w(w+2)}} .$$

Put $T=\sqrt{1+2/w}$. Then $dT=-dw/(w\sqrt{w(w+2)})$ and $1/w=(T^2-1)/2$. The first part of the integrand becomes $-(1+1/w)\,dT=-\frac12(T^2+1)\,dT$, with antiderivative $-(T^3/6+T/2)$. The second uses $\int dw/\sqrt{w(w+2)}=\operatorname{arccosh}(1+w)$. Since $T=\sqrt3$ at $w=1$,

$$y=\frac{T_b^3}6+\frac{T_b}2-\sqrt3-\frac2r\left[\operatorname{arccosh}2-\operatorname{arccosh}(1+w_b)\right].$$

If the two layers have opposite effects, $Y_0+Y_1$ can vanish, and the first-order term vanishes with it.

## Numbers for a model scale

Take round parameters that represent no named oxide: 1300 K, relative permittivity 10, $D_v=10^{-12}$ and $D_h=2\times10^{-11}$ m²/s, $c_0=4\times10^{24}$ and $c_L=10^{24}$ m⁻³. The Debye length is 3.21 nm at the metal side and 1.61 nm at the gas side. Both are shorter than the mean distance between defects, 6.9 and 4.4 nm, and in the Debye–Hückel estimate the screening cloud lowers a vacancy's chemical potential by 0.8 and 1.6 $kT$. Ideal dilute defects are therefore a rough approximation at these concentrations, and the values in SI units only illustrate the equations. The ratios $J/J_W$ depend only on the scaled quantities. They apply equally to a scale with a hundred times fewer defects, where the Debye lengths are ten times longer and this lowering is ten times smaller. Even there the Debye lengths, 32 and 16 nm, only approach the mean distances between defects, 32 and 20 nm, so the smeared-charge picture remains approximate. Wagner's result is

$$D_a=\frac{3\times20}{22}\times10^{-12}=2.73\times10^{-12}\ \mathrm{m^2/s},\qquad J_WL=D_a(3\times10^{24})=8.18\times10^{12}\ \mathrm{m^{-1}s^{-1}}.$$

For neutral contacts $\beta=19/22=0.864$, and the coefficient of $\ell^{-2}$ is $0.864^2\times3\times(15/16)=2.10$. For charged contacts with the same $\psi$ on both sides,

$$B=-\frac{2.727}3\sqrt3\left(\frac1{\sqrt4}+1\right)y=-2.362\,y .$$

Vacancy-depleted contacts, $\psi=-0.5$, have $w_b=0.607$, $T_b=2.073$ and $y=0.763$, so $B=-1.80$. Vacancy-enriched contacts, $\psi=+0.5$, have $w_b=1.649$, $T_b=1.488$ and $y=-0.408$, so $B=+0.964$. Solver fluxes at $\ell=100$ and 300, extrapolated to infinite thickness, agree with all three coefficients within 0.3%.

The computed ratios $J/J_W$ are:

| $L/\lambda$ | neutral | depleted | enriched |
|---:|---:|---:|---:|
| 1 | 1.164 | 0.553 | 1.961 |
| 10 | 1.013 | 0.884 | 1.105 |
| 100 | 1.0002 | 0.983 | 1.010 |
| 300 | 1.00002 | 0.994 | 1.003 |

All three columns tend to 1, although at each interface they share only the product $c_vc_h^2$. They do so at different rates. The leading terms put the 1% deviation at $\sqrt{2.10/0.01}=14.5$ Debye lengths (about 47 nm) for neutral contacts, at 180 (about 580 nm) for depleted ones and at 96 (about 310 nm) for enriched ones. The neutral estimate is too high, because the next term still matters at such thicknesses: at $\ell=10$ the leading term gives a deviation of 2.1%, the solver 1.3%. A thickness of ten Debye lengths is therefore not a sufficient criterion when the contacts are charged: the depleted scale still carries 12% less than Wagner's flux. For neutral contacts the deviation also depends on $\rho$, so the thickness found here for $\rho=4$ should not be carried over to other ratios. At $\ell=1$ the film is only 3.2 nm thick, less than the mean distance between defects, and the continuum result is only formal.

Neutrality in the core is approximate. From $h-zu=F'/\kappa$ and the core field, the charge is $-\beta(u'/u)^2/\kappa$. At mid-scale, with $u=2.5$, $u'=-3$ and $\ell=100$, this gives $-7.46\times10^{-4}$ in units of $ec_L$; the solver gives $-7.47\times10^{-4}$. This small charge accompanies a finite voltage. Integrating $-F=-\beta u'/u$ gives $\beta\ln\rho$, or $0.864\times1.386\times112.0=134$ mV, positive at the metal.

## From flux to growth

Each vacancy that crosses the scale adds one formula unit of oxide, of volume $\Omega$, so $dL/dt=\Omega J$. When $J=J_W$ this integrates to $L^2=k_pt$ plus a constant, with

$$k_p=2\Omega J_WL=2(2\times10^{-29})(8.18\times10^{12})=3.27\times10^{-16}\ \mathrm{m^2/s}.$$

The steady equations may be used at each thickness because the interfaces move slowly. The flux due to interface motion, $c\,dL/dt$, is a fraction $\Omega c$ of $J$, here $8\times10^{-5}$ at the neutral gas-side concentration.

Charged contacts change the growth law. For $L$ much greater than both $\lambda$ and $|B|\lambda$, $dL/dt=(k_p/2L)(1+B\lambda/L)$. Multiplying by $2L(1-B\lambda/L)$ and keeping first order gives

$$2(L-B\lambda)\frac{dL}{dt}=k_p\quad\Rightarrow\quad L^2-2B\lambda L=k_pt+\text{constant}.$$

For depleted contacts with $r\ge1$ the integrand of $y$ is positive, so $B<0$, and the extra term has the form of a linear-parabolic law, although both interfaces are in reaction equilibrium. In this model, a linear term in measured growth would not by itself prove a slow interface reaction. For the depleted contacts above the term is small: $2|B|\lambda$ is 11.6 nm, so at $L=580$ nm the term is only 2% of $L^2$. It grows steeply with depletion: at $\psi=-3$ the closed form for $y$ gives $B=-107$, and $2|B|\lambda$ is about 690 nm. This limit is approached slowly: in the full equations the effective coefficient $\ell(J_W/J-1)$ is 83 at $\ell=100$, 89 at 300 and 98 at 1000. With the concentrations used here such a contact also leaves the range of the model. The gas-side wall field from $F^2=2\kappa cG$ is about 2.5 MV/cm, a vacancy gains about 1.2 $kT$ over a jump of length $\Omega^{1/3}=0.27$ nm, and the local screening length at that wall is 0.6 nm, so flux laws linear in the field and a continuum charge no longer hold.

The flux and growth laws above rest on the stated assumptions. If a surface reaction is slow, the contact products change with the flux. If $\psi$ varies with thickness, $B$ is no longer constant. If defects react within the scale, $J_v$ can vary with $x$. A slow surface reaction or reacting defects can change the flux even when the scale is many Debye lengths thick. A bounded change in $\psi$ alters only the correction to Wagner's flux, which is small once $L$ is much greater than both $\lambda$ and $|B|\lambda$.

The numerical output lists the wall concentrations, the remaining thicknesses and the accuracy checks.

## Table of computed values

```
Temperature: 1300 K; relative permittivity: 10
Vacancy diffusivity D_v: 1.0e-12 m^2/s
Hole diffusivity D_h: 2.0e-11 m^2/s
Neutral vacancy concentration, gas side: 4.0e+24 m^-3
Neutral vacancy concentration, metal side: 1.0e+24 m^-3
Oxygen pressure ratio gas/metal: 4096
Oxide volume per formula unit: 2.0e-29 m^3
Vacancies per formula unit, gas side: 8.0e-05
Thermal voltage kT/e: 112.03 mV
Debye length, metal side: 3.212 nm
Debye length, gas side: 1.606 nm
Ambipolar diffusivity D_a: 2.7273e-12 m^2/s
Field factor beta: 0.8636
Wagner J*L from conductivity integral: 8.1818e+12 m^-1 s^-1
Wagner scaled flux j: 8.1818
Wagner flux at L = 100 Debye: 2.5471e+19 m^-2 s^-1
Parabolic constant (L^2 = kp t): 3.2727e-16 m^2/s
neutral: psi = +0.0 kT/e; wall concentrations in m^-3:
  gas c_v 4.000e+24, c_h 8.000e+24; metal c_v 1.000e+24, c_h 2.000e+24
depleted: psi = -0.5 kT/e; wall concentrations in m^-3:
  gas c_v 1.472e+24, c_h 1.319e+25; metal c_v 3.679e+23, c_h 3.297e+24
enriched: psi = +0.5 kT/e; wall concentrations in m^-3:
  gas c_v 1.087e+25, c_h 4.852e+24; metal c_v 2.718e+24, c_h 1.213e+24
J/J_W: L/Debye, L in nm, neutral, depleted, enriched
  constant-field limit: 1.2000, 0.5020, 2.2057
    1,    3.21 nm, 1.164408, 0.552927, 1.960959
    3,    9.64 nm, 1.073189, 0.724589, 1.416425
   10,   32.12 nm, 1.013028, 0.883796, 1.104990
   30,   96.37 nm, 1.001928, 0.950959, 1.033019
  100,  321.22 nm, 1.000197, 0.983226, 1.009719
  300,  963.66 nm, 1.000023, 0.994144, 1.003223
Deviation coefficient: order, formula, extrapolated from solver
  neutral: 2, +2.0978, +2.0947
  depleted: 1, -1.8016, -1.7966
  enriched: 1, +0.9643, +0.9642
Thickness for 1 % deviation, leading-order estimate:
  neutral: 14.5 Debye = 46.5 nm
  depleted: 180.2 Debye = 578.7 nm
  enriched: 96.4 Debye = 309.7 nm
Mid-scale charge / (e c_metal), neutral, L = 100 Debye: -7.467e-04
  from neutral-core formula: -7.462e-04
Voltage metal minus gas, neutral, L = 300 Debye: 134.12 mV
  from neutral-core formula: 134.12 mV
Largest relative error in stress integral: 1.2e-06
Relative flux difference between solvers: 2.6e-12
```
